\section*{The Second Moment of a Local Density of States from Hoppings}

\section{What is being measured}

\textbf{Q.} You say that you can find the spread of an orbital's local density of states without computing one eigenvalue. Spread of what, and measured from where?

\textbf{A.} Take a Hermitian one-electron Hamiltonian $H$ in a set of orthonormal orbitals $|i\rangle$. Write $\varepsilon_i=H_{ii}$ for the on-site energy and call $H_{ij}$, $j\neq i$, a hopping. With normalized eigenstates $H|n\rangle=E_n|n\rangle$, the local density of states, per spin, is
\begin{equation}
n_i(E)=\sum_n |\langle i|n\rangle|^2\,\delta(E-E_n).
\end{equation}
It includes empty as well as filled states. Its moments about the on-site energy are
\begin{align}
\mu_p&=\int (E-\varepsilon_i)^p\,n_i(E)\,dE
=\sum_n\langle i|n\rangle(E_n-\varepsilon_i)^p\langle n|i\rangle\nonumber\\
&=\langle i|(H-\varepsilon_i)^p|i\rangle .
\label{eq:moments}
\end{align}
The delta function does the integral. The last step holds because $(H-\varepsilon_i)^p$ acting on $|n\rangle$ gives $(E_n-\varepsilon_i)^p|n\rangle$, and $\sum_n|n\rangle\langle n|=1$. The eigenvalues have disappeared into a matrix element.

\textbf{Q.} Is $\varepsilon_i$ really the centre of that distribution? The orbital mixes with its neighbours, so its levels move.

\textbf{A.} The levels move, but their weighted mean does not. Equation~\eqref{eq:moments} gives $\mu_0=\langle i|i\rangle=1$ and $\mu_1=H_{ii}-\varepsilon_i=0$. The second moment about $\varepsilon_i$ is therefore a variance. Insert the complete set of orbitals between its two factors:
\begin{align}
\mu_2&=\sum_j\langle i|H-\varepsilon_i|j\rangle\langle j|H-\varepsilon_i|i\rangle
=\sum_j|H_{ij}-\varepsilon_i\delta_{ij}|^2\nonumber\\
&=\sum_{j\neq i}|H_{ij}|^2 .
\label{eq:main}
\end{align}
The second equality uses $H_{ji}=H_{ij}^*$. In the third, the term $j=i$ is zero because $H_{ii}=\varepsilon_i$. The sum covers every other orbital of the basis, including others on the same atom, and it must converge.

\textbf{Q.} What if I measure from a common zero $E_0$ instead?

\textbf{A.} Write $E-E_0=(E-\varepsilon_i)+(\varepsilon_i-E_0)$ and square. The cross term is proportional to $\mu_1=0$, so
\begin{equation}
\int(E-E_0)^2n_i\,dE=\mu_2+(\varepsilon_i-E_0)^2 .
\end{equation}
The sum of squared hoppings is the smallest value, reached at $E_0=\varepsilon_i$.

\section{Where the neighbour's energy went}

\textbf{Q.} I distrust the absence of the neighbours' on-site energies. A neighbour far away in energy hardly mixes with my orbital. How can it contribute as much as a resonant one?

\textbf{A.} Take two orbitals, with the second a distance $D$ below the first and a real hopping $V$. Energies $x=E-\varepsilon_1$ satisfy $x(x+D)-V^2=0$, or
\begin{equation}
x^2=V^2-Dx .
\end{equation}
Average this over the two levels with their weights on orbital 1. The average of $x$ is $\mu_1=0$, so $\mu_2=V^2$ for any $D$. When $D\gg V$, the level near $-D$ carries a weight of about $V^2/D^2$, but it lies at a squared distance of about $D^2$. The product is $V^2$: small weight and large distance compensate.

The difference appears in the next moment. Averaging $x^3=V^2x-Dx^2$ gives $\mu_3=-DV^2$. In general $\mu_3$ is a sum over closed three-step paths, in which a step may stay on a neighbour and collect $\varepsilon_j-\varepsilon_i$, or go from one neighbour to another. A two-step path can only go out and return.

\textbf{Q.} Does the number mean anything besides a spread?

\textbf{A.} It sets how fast an electron placed in the orbital begins to leave. Removing the phase $e^{-i\varepsilon_it/\hbar}$, the amplitude to remain is
\begin{equation}
a(t)=\langle i|e^{-i(H-\varepsilon_i)t/\hbar}|i\rangle
=1-\frac{\mu_2t^2}{2\hbar^2}+\frac{i\mu_3t^3}{6\hbar^3}+O(t^4).
\end{equation}
There is no linear term because $\mu_1=0$. The cubic term is imaginary, so it enters $|a|^2$ first at order $t^6$, and
\begin{equation}
|a(t)|^2=1-\frac{\mu_2t^2}{\hbar^2}+O(t^4).
\end{equation}
The time $\hbar/\sqrt{\mu_2}$ is the scale of this initial loss. It is not a scattering time or a lifetime.

\section{A crystal, with numbers}

\textbf{Q.} In a crystal I have $H(\mathbf k)$, and its diagonal element contains hopping. Which on-site energy do I use?

\textbf{A.} The real-space one. If $\mathbf R$ is the displacement from orbital $i$ to an orbital of type $j$, then $H_{ij}(\mathbf k)=\sum_{\mathbf R}H_{ij}(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$. Averaging over the Brillouin zone removes products of different displacements:
\begin{align}
\mu_2&=\sum_j\big\langle|H_{ij}(\mathbf k)-\varepsilon_i\delta_{ij}|^2\big\rangle_{\mathbf k}\nonumber\\
&=\sum_{j,\mathbf R}{}^{'}|H_{ij}(\mathbf R)|^2 ,
\end{align}
where the prime omits the orbital itself. Its periodic images remain in the sum.

Consider an oxide model in the rocksalt structure, with one $s$ orbital per metal atom and three $p$ orbitals per oxygen. Each metal has six oxygen neighbours at distance $d$, with $s$--$p$ hopping $V$ along the bond, and twelve metal neighbours at $\sqrt2\,d$, with hopping $T$. An oxygen at $+d$ along $x$ presents one lobe of its $p_x$ orbital to the metal, and one at $-d$ presents the opposite lobe. Hence
\begin{equation}
H_{sx}(\mathbf k)=V(e^{ik_xd}-e^{-ik_xd})=2iV\sin k_xd .
\end{equation}
The average of $4V^2\sin^2k_xd$ is $2V^2$. Three directions give $6V^2$, and the metal neighbours add $12T^2$.

I choose $d=0.23$~nm, $V=1.5$~eV, $T=-0.1$~eV, and put the oxygen level at $\varepsilon_p=-3.5$~eV relative to $\varepsilon_s=0$. Then
\begin{equation}
\mu_2=6(1.5)^2+12(0.1)^2=13.50+0.12=13.62~\mathrm{eV}^2 .
\end{equation}
The root-mean-square width is $3.69$~eV, or $0.136$ hartree, and $\hbar/\sqrt{\mu_2}=0.18$~fs. Diagonalizing $H(\mathbf k)$ and summing over its eigenstates also gives $13.62$~eV$^2$.

\textbf{Q.} So the conduction band has an rms width of $3.7$~eV?

\textbf{A.} No. The metal $s$ density has weight in the valence band too. Let the valence and conduction parts have weights $w_v,w_c$, centres $E_v,E_c$ and variances $\sigma_v^2,\sigma_c^2$. With $\varepsilon_s=0$,
\begin{equation}
w_v+w_c=1,\qquad w_vE_v+w_cE_c=0 .
\end{equation}
If $\Delta=E_c-E_v$, these two equations give $E_v=-w_c\Delta$ and $E_c=w_v\Delta$. Therefore
\begin{align}
\mu_2&=w_v(\sigma_v^2+E_v^2)+w_c(\sigma_c^2+E_c^2)\nonumber\\
&=w_v\sigma_v^2+w_c\sigma_c^2+w_vw_c(w_c+w_v)\Delta^2\nonumber\\
&=w_v\sigma_v^2+w_c\sigma_c^2+w_vw_c\Delta^2 .
\end{align}
Here $w_v=0.274$, $w_c=0.726$, $E_v=-5.885$~eV and $E_c=2.222$~eV. The separation term is $13.08$~eV$^2$, while the widths of the two bands supply $0.54$~eV$^2$. In this model 96\% of the second moment records the splitting between the bands. The $s$-weighted rms width of the conduction band is $0.77$~eV.

\textbf{Q.} Do these parameters even describe a semiconductor?

\textbf{A.} At each $\mathbf k$, one combination of the $p$ orbitals couples to $s$; the other two stay at $\varepsilon_p$. The coupled levels obey
\begin{equation}
(E-H_{ss})(E-\varepsilon_p)=4V^2\sum_a\sin^2k_ad .
\label{eq:bands}
\end{equation}
The right side is not negative, so one root lies at or below both bare levels and the other at or above both. Since $H_{ss}$ is a sum of twelve phases times $T<0$, its minimum is $12T=-1.2$~eV, at $\mathbf k=0$, where the coupling vanishes. The conduction edge is thus $-1.2$~eV, the valence edge is $-3.5$~eV, and the gap is $2.3$~eV.

For small $k$, the twelve metal neighbours satisfy $\sum_{\mathbf R}(\mathbf k\cdot\mathbf R)^2=8d^2k^2$, so $H_{ss}\simeq12T-4Td^2k^2$. In equation~\eqref{eq:bands} the factor $E-\varepsilon_p$ may be replaced by its edge value, giving
\begin{equation}
E\simeq12T+\left[\frac{4V^2}{12T-\varepsilon_p}-4T\right]d^2k^2 .
\end{equation}
The bracket is $9/2.3+0.4=4.3$~eV. Equating its product with $d^2$ to $\hbar^2/2m^*$ gives $m^*=0.167\,m_e$.

\section{Disorder and bond angles}

\textbf{Q.} An amorphous oxide has no $\mathbf k$. What survives?

\textbf{A.} Equation~\eqref{eq:main} survives unchanged, since it never used periodicity. For a metal $s$ orbital there is a further simplification. Let a bond of length $d_b$ point along the unit vector $\mathbf u_b$. The hoppings to that oxygen's three $p$ orbitals are $V(d_b)u_{b,x}$, $V(d_b)u_{b,y}$ and $V(d_b)u_{b,z}$, so
\begin{equation}
\sum_aV(d_b)^2u_{b,a}^2=V(d_b)^2 .
\end{equation}
The $s$--$p$ part of $\mu_2$ depends on the number and lengths of the bonds, not on their angles.

\textbf{Q.} Is that special to $s$ orbitals, or would any orbital do?

\textbf{A.} A single $p$ orbital fails. For an oxygen $p_z$ orbital surrounded by metal $s$ orbitals at equal distance,
\begin{equation}
\mu_2(p_z)=V^2\sum_b\cos^2\theta_b ,
\end{equation}
where $\theta_b$ is the angle between bond and $z$ axis. The sum over its three $p$ orbitals is again independent of angle. In 200 random sets of six bond directions, with $V=1.5$~eV held fixed and metal--metal hopping from the central atom left out, the $s$ value stayed at $13.50$~eV$^2$. The $p_z$ value ranged from $0.76$ to $8.38$~eV$^2$; a regular octahedron would give $2V^2=4.5$~eV$^2$. Random couplings among the outer orbitals were included and, as equation~\eqref{eq:main} requires, had no effect on either result.

\textbf{Q.} Real disorder changes lengths as well. How much does that matter?

\textbf{A.} Suppose hopping falls as $d^{-2}$, so its square falls as $d^{-4}$. Let the relative displacement of two bonded atoms be Gaussian with variance $w^2$ along each axis. Expanding $r^{-4}$ about the mean bond vector, the linear term averages to zero and the quadratic one gives $\tfrac12w^2\nabla^2r^{-4}$. Since $\nabla^2r^n=n(n+1)r^{n-2}$ in three dimensions,
\begin{equation}
\left\langle\frac{d^4}{r^4}\right\rangle
=1+\frac{w^2d^4}{2}\frac{12}{d^6}+\cdots
=1+\frac{6w^2}{d^2}+\cdots .
\label{eq:length}
\end{equation}
Displacements along the bond contribute $+10w^2/d^2$, because a shortened bond gains more than an equally lengthened one loses. Sideways displacements lengthen the bond slightly and contribute $-4w^2/d^2$. The net effect is a rise.

I displaced the 108 metal and 108 oxygen atoms of a periodic cell by $0.012$~nm rms along each axis and gave the on-site energies an rms spread of $0.2$~eV. Two independent displacements give $w^2=2(0.012)^2$~nm$^2$, so the correction in equation~\eqref{eq:length} is $3.3\%$; a numerical average over the Gaussian, leaving out the unphysical region where the two atoms nearly coincide and $r^{-4}$ diverges, gives $3.4\%$. The mean $\mu_2$ in this one cell is $14.06$~eV$^2$, which is $3.2\%$ above the crystal. The standard deviation between metal sites is $1.11$~eV$^2$, and the extremes are $11.97$ and $16.77$~eV$^2$. These spreads vary from cell to cell: over many cells of this size and disorder the standard deviation is $1.3\pm0.1$~eV$^2$ and the extremes are typically near $11.2$ and $18$~eV$^2$, while the mean stays at $14.08\pm0.04$~eV$^2$. As a test, each site's value from the eigenstates was compared with a sum made from interatomic distances alone. The largest difference was $2\times10^{-14}$~eV$^2$, which is rounding error.

\textbf{Q.} Could I then read a missing oxygen from the second moment?

\textbf{A.} On an otherwise perfect lattice, yes. Removing one neighbour, with all other atoms and hoppings held fixed, subtracts $V^2=2.25$~eV$^2$ and leaves $11.37$~eV$^2$. The rms width drops from $3.69$ to $3.37$~eV, about 9\%. In the disordered cell that loss is only twice the site-to-site standard deviation (about $1.7$ times in a typical cell), and one six-fold site already lies at $11.97$~eV$^2$. A low value there could mean a lost bond or several long ones. Relaxation around a real vacancy would change the number further.

\textbf{Q.} If angles do not matter, you have explained why electrons in amorphous oxides tolerate disorder.

\textbf{A.} Not from $\mu_2$ alone. Consider a metal--oxygen--metal unit with angle $\theta$ at the oxygen, equal bonds, no direct metal--metal hopping, and $D=\varepsilon_s-\varepsilon_p$. Put $h=H-\varepsilon_s$, and let $|p_1\rangle,|p_2\rangle$ be the oxygen $p$ orbitals pointing along the two bonds, so $\langle p_2|p_1\rangle=\cos\theta$. Then
\begin{align}
h|s_1\rangle&=V|p_1\rangle,\\
h^2|s_1\rangle&=V^2|s_1\rangle+V^2\cos\theta\,|s_2\rangle-DV|p_1\rangle .
\end{align}
The second line collects the return to $s_1$, the passage to $s_2$, and the oxygen's on-site term $-D$. Because $h$ is Hermitian, $\mu_4$ is the squared norm of $h^2|s_1\rangle$:
\begin{equation}
\mu_4=V^4(1+\cos^2\theta)+V^2D^2 .
\end{equation}
With $V=1.5$~eV and $D=3.5$~eV, this is $37.7$~eV$^4$ at $180^\circ$ and $33.9$~eV$^4$ at $120^\circ$, a fall of 10\%. Meanwhile $\mu_2$ stays at $2.25$~eV$^2$. Angles return through the path that links one metal to the next, and that path also helps to form the conduction band. The insensitivity of $\mu_2$ is a statement about the first shell, not a proof about mobility or the band edge.

\section{When the simple sum fails}

\textbf{Q.} Atomic orbitals on neighbouring atoms overlap. You assumed that they do not.

\textbf{A.} Then equation~\eqref{eq:main} must be replaced. Let the orbitals be normalized but have overlaps $S_{ab}=\langle a|b\rangle$. Within their span the identity is $\sum_{ab}|a\rangle(S^{-1})_{ab}\langle b|$. Keep the projected density $\sum_n|\langle i|n\rangle|^2\delta(E-E_n)$ and define
\begin{equation}
g_a=\langle a|H-\varepsilon_i|i\rangle=H_{ai}-\varepsilon_iS_{ai},\qquad g_i=0 .
\end{equation}
Inserting the identity between the two factors of $H-\varepsilon_i$ gives
\begin{equation}
\mu_2=\sum_{ab}g_a^*(S^{-1})_{ab}g_b .
\end{equation}
For $S=1$ this is the old sum. The combination $g_a$ is unchanged by a shift of the energy zero, as it should be, while $H_{ai}$ by itself is not.

In the crystal example $\varepsilon_s=0$, so the couplings $g_a$ can be held fixed while overlap is added. An $s$--$p$ overlap of $0.1$ along each bond raises $\mu_2$ by $7.6\%$, and one of $0.2$ raises it by $41\%$. The simple sum should therefore be used with orthogonalized orbitals or Wannier functions, and with the hoppings that belong to them.

\textbf{Q.} And how close is your model to a real oxide?

\textbf{A.} The parameters are rough values in the regime of cadmium oxide, a rocksalt crystal with a direct gap a little above $2$~eV and a light conduction mass. They were chosen to give that regime, so the gap and mass are not predictions. The model's flat valence edge also misses the smaller indirect gap of the real crystal. The largest omission sized here is the oxygen $2s$ orbital. Put it $15$~eV below the $2p$ level with a hopping of $-1$~eV to the metal $s$, again rough values. It adds $6(1)^2$~eV$^2$, taking $\mu_2$ to $19.6$~eV$^2$, a rise of 44\%. At $\mathbf k=0$ the six hoppings add in phase to $6$~eV between levels separated by $17.3$~eV, and the conduction level there rises by
\begin{equation}
-\frac{17.3}{2}+\sqrt{\left(\frac{17.3}{2}\right)^2+6^2}=1.88~\mathrm{eV}.
\end{equation}
With the other parameters unchanged, the level at $\mathbf k=(\pi/d,0,0)$ then lies $0.07$~eV below the one at $\mathbf k=0$, so for these values the band minimum moves there. The margin is too small to be a result: with the $2s$ level $16$~eV below the $2p$, or a hopping of $-0.95$~eV, the minimum stays at $\mathbf k=0$. A model that includes this orbital needs refitted parameters; one that omits it has absorbed the shift into its own. The eight oxygens at $\sqrt3\,d$ would add $8(V/3)^2=2.0$~eV$^2$ if the inverse-square law reached that far. Vibrations matter less: independent oscillators with quanta of $15$~meV for metal and $30$~meV for oxygen raise the $s$--$p$ part by $1.5\%$ at $300$~K. Amorphous oxides used in devices are often based on indium, and their coordination varies, whereas the disordered cell above kept six bonds at every metal.

\textbf{Q.} Then could I measure $\mu_2$ from a spectrum?

\textbf{A.} Only with care about what the spectrum contains. Filled states alone omit most of the metal $s$ weight here, $0.726$ of it. Broadening matters as well. A Gaussian of variance $\eta^2$ adds $\eta^2$ to $\mu_2$, because variances add under convolution. A Lorentzian has tails proportional to $E^{-2}$, so its second moment diverges, and any value obtained depends on where the integral is cut. The energy window also matters: if it stops above the oxygen $2s$ levels, it loses states that have little weight but a large squared distance. The identity gives one number for one stated basis, and a comparison with data must use the same orbitals and the same range of energy. Apart from the averages over many disordered cells, the computed values quoted here are in the numerical output below, or follow from it and from the chosen parameters by short arithmetic.

\section*{Numbers as computed}
\begin{verbatim}
Bond length 0.23 nm; s-p hopping 1.5 eV; s-s hopping -0.1 eV
Oxygen p level relative to metal s: -3.5 eV
Model gap: 2.300 eV; conduction mass: 0.167 m_e
Crystal: six s-p bonds give 13.500 eV^2
Crystal: twelve s-s hoppings give 0.120 eV^2
Crystal mu2, hopping sum: 13.6200 eV^2
Crystal mu2, supercell eigenstates: 13.6200 eV^2
Crystal mu2, Bloch eigenstates: 13.6200 eV^2
Crystal rms width: 3.6905 eV = 0.1356 hartree
Escape time hbar/width: 0.1784 fs
s weight: valence 0.274, conduction 0.726
s-weighted centres: -5.885 and 2.222 eV
s-weighted rms widths: valence 0.648 eV, conduction 0.767 eV
mu2 between bands 13.078, within bands 0.542 eV^2
Supercell: 108 metal and 108 oxygen atoms
Disorder: 0.012 nm per axis, 0.2 eV on-site (rms)
Disordered mu2: mean 14.060 eV^2, standard deviation 1.108 eV^2
Disordered mu2: lowest 11.969, highest 16.770 eV^2
Largest eigenstate-minus-bond-sum difference: 2.0e-14 eV^2
Gaussian average of (D0/d)^4 for this disorder: 1.0341
Metal beside a missing oxygen: mu2 11.370 eV^2, rms width 3.372 eV
Random directions, s orbital: mu2 13.500 to 13.500 eV^2
Random directions, one p orbital: mu2 0.759 to 8.377 eV^2
Metal-O-metal mu4: 37.687 eV^4 at 180 deg, 33.891 eV^4 at 120 deg
Neglected overlap 0.1: mu2 14.650 eV^2, change 7.6 %
Neglected overlap 0.2: mu2 19.192 eV^2, change 40.9 %
Neglected O 2s: hopping -1.0 eV, level 15.0 eV below O 2p
With O 2s: mu2 19.620 eV^2, conduction edge moves +1.877 eV
Second oxygen shell: 8 atoms, adds 2.000 eV^2 if hopping falls as 1/d^2
Einstein quanta: metal 15 meV, oxygen 30 meV; temperature 300 K
Thermal rms shift per axis: metal 0.0066 nm, oxygen 0.0091 nm
Thermal rise of s-p part of mu2: 1.47 %
\end{verbatim}
